Centred Fits of Logarithmic Vapour Pressures and Their Uncertainties

**Definitions and conventions**

The data are n vapour pressures pᵢ of a liquid precursor at absolute temperatures Tᵢ. The fit uses

x = 1/T,  y = ln(p/1 Pa).

Each pressure has a relative standard error sᵢ, known in advance and small compared with one. Errors of different points are independent, and the temperatures are taken as free of error; both conditions are relaxed under the failure modes. The weights and weighted sums are

wᵢ = 1/sᵢ²,  W = Σwᵢ,  m = Σwᵢxᵢ/W,  S = Σwᵢ(xᵢ − m)².

One straight line can be written in two ways:

y = a + bx  (uncentred)
y = c + b(x − m)  (centred)

Comparing them gives a = c − bm. The slope b is common to both. The intercepts are different quantities: a is the value of the line at 1/T = 0, and c is its value at the centre temperature T_c = 1/m. Var, Cov and E denote variance, covariance and mean over repetitions of the experiment.

The statement to be shown is that c and b are uncorrelated, while a and b are strongly correlated when the distance of the data from x = 0 is large compared with their spread in x. Centring does not make a better known. Its large uncertainty is a real extrapolation uncertainty, and it returns in full if a is computed from c and b. What centring prevents is a spurious pressure uncertainty, which appears when the errors of a and b are combined as if they were independent.

**Why the line is straight**

Along the coexistence curve Clapeyron's equation reads dp/dT = ΔH/(TΔV), with ΔH the molar enthalpy of vaporization and ΔV the molar volume change. If the vapour is ideal and the volume of the liquid is negligible, ΔV = RT/p, so

d ln p/dT = ΔH/(RT²).

Since dx = −dT/T², dividing by dx/dT gives

d ln p/dx = −ΔH/R.

For ΔH constant over the range this integrates to a straight line with b = −ΔH/R.

The intercept follows from equal chemical potentials of liquid and vapour. Under the same assumptions, with the standard pressure p° = 1 bar,

ΔH − TΔS° + RT ln(p/p°) = 0,

where ΔS° is the entropy of vaporization to vapour at p°. Dividing by RT and changing the pressure unit to 1 Pa gives

y = ln(p°/1 Pa) + ΔS°/R − ΔH/(RT),

hence ΔS° = R[a − ln(p°/1 Pa)]. The intercept a is therefore needed for the entropy, although no measurement is made near 1/T = 0.

**Weights after taking the logarithm**

Let a measured pressure be p(1 + ε), where ε has mean zero and standard deviation s. Then

ln[p(1 + ε)] = ln p + ε − ε²/2 + …

To first order the error of y is ε, so its variance is s² and its weight is 1/s². The second-order term shifts the mean of y by −s²/2. Because wᵢsᵢ² = 1, the resulting shift of the weighted mean of y is −n/(2W), which should be small compared with the standard error of c found below.

**Derivation of the fit**

Minimize

χ² = Σwᵢ[yᵢ − c − b(xᵢ − m)]².

Setting the derivatives with respect to c and b to zero gives

Σwᵢyᵢ − cW − bΣwᵢ(xᵢ − m) = 0,
Σwᵢ(xᵢ − m)yᵢ − cΣwᵢ(xᵢ − m) − bS = 0.

By the definition of m,

Σwᵢ(xᵢ − m) = Wm − mW = 0.

The two equations therefore separate:

c = Σwᵢyᵢ/W,  b = Σwᵢ(xᵢ − m)yᵢ/S.

The second derivatives of χ² are 2W and 2S, with no mixed term, so this is a minimum whenever at least two temperatures differ.

**Variances and the covariance**

Both estimates are linear in the data. A change δyᵢ changes c by wᵢδyᵢ/W and b by wᵢ(xᵢ − m)δyᵢ/S. For independent errors with variance 1/wᵢ,

Var c = Σ(wᵢ/W)²/wᵢ = 1/W,
Var b = Σ[wᵢ(xᵢ − m)/S]²/wᵢ = 1/S,
Cov(c,b) = Σwᵢ(xᵢ − m)/(WS) = 0.

Now let the intercept be taken at an arbitrary reference x₀, so that c₀ = c + b(x₀ − m). Because c and b are uncorrelated,

Var c₀ = 1/W + (x₀ − m)²/S,
Cov(c₀,b) = (x₀ − m)Var b = (x₀ − m)/S.

The covariance vanishes at x₀ = m and at no other reference. The plain mean of xᵢ is the right centre when it coincides with m, as it does for equal weights.

The uncentred form has x₀ = 0:

Var a = 1/W + m²/S,  Cov(a,b) = −m/S.

The sign has a simple meaning. The data hold the line near x = m, so tilting it to a more negative slope raises its value at x = 0. With r the correlation of a and b,

r² = (m/S)²/[(1/W + m²/S)(1/S)] = m²/(m² + S/W),

and therefore

Var a/Var c = 1 + m²W/S = 1/(1 − r²).

This relation does not make the covariance the cause of the large variance. Both follow from the distance m between the data and the origin, measured against their spread √(S/W). For a narrow temperature range, x − m ≈ −(T − T_c)/T_c², so √(S/W) ≈ D/T_c², where D is the weighted root-mean-square temperature spread. The ratio of the standard errors of a and c is then about T_c/D.

**Uncertainty of a predicted pressure**

Setting x₀ = x in the general formula gives the variance of the fitted logarithm at any temperature:

u² = 1/W + (x − m)²/S.

For small u, the relative standard error of the pressure is u. The minimum is at T_c. Close to it the level of the line dominates the error; for |x − m| much larger than √(S/W) the slope dominates, and u approaches |x − m|/√S.

The uncentred form gives the same result if its covariance is kept:

Var a + 2x Cov(a,b) + x² Var b
= 1/W + (m² − 2xm + x²)/S
= 1/W + (x − m)²/S.

If the covariance is dropped, the middle term is missing and the variance is too large by 2xm/S. This is the apparent uncertainty that centring removes: with c and b, adding the two contributions in quadrature is correct.

**Pseudocode**

fit(T, p, s):
  require n ≥ 2, all T, p and s positive
  x ← 1/T; y ← ln(p/1 Pa); w ← 1/s²
  W ← sum(w)
  m ← sum(w·x)/W
  c ← sum(w·y)/W
  d ← x − m
  S ← sum(w·d·d)
  require S > 0, beyond rounding error
  b ← sum(w·d·y)/S
  chi2 ← sum(w·(y − c − b·d)²)
  return m, c, b, W, S, chi2

predict(T):
  d ← 1/T − m
  return exp(c + b·d) Pa, sqrt(1/W + d·d/S)

entropy():
  a ← c − b·m
  return R·(a − ln(p°/1 Pa)), R·sqrt(1/W + m·m/S)

The second value returned by predict is the standard error of ln p. A published fit should give T_c, c, b and the standard errors of c and b. These five numbers suffice for the line and its statistical uncertainty at any temperature for which ΔH can be taken as constant, provided T_c is given with enough digits: in the example below, rounding it to 362 K would shift ln p by 0.010, a full standard error of c.

**Checking the assumed errors**

Let eᵢ be the error of yᵢ, and δc and δb the errors of the estimates. The residual is eᵢ − δc − δb(xᵢ − m). The normal equations make the residuals orthogonal, in the weighted sum, to a constant and to x − m, so

Σwᵢeᵢ² = χ² + W(δc)² + S(δb)².

Taking means gives n = E[χ²] + 1 + 1, or E[χ²] = n − 2. If the sᵢ are known only up to a common factor and n > 2, χ²/(n − 2) estimates the missing factor in the variances. Multiplying all variances and covariances by it leaves correlations unchanged, so the centre is unaffected.

**Worked example**

A model precursor has ΔH = 65 kJ/mol and a vapour pressure of 100 Pa at 350 K. Seven simulated pressures between 320 and 380 K have relative errors from 6 % at the cold end to 2 % at the hot end. The individual points are in the numerical output below.

The weights add up to

W = 277.8 + 400 + 625 + 1111.1 + 3 × 2500 = 9913.9.

The weighted mean of 1/T is m = 2.76109 × 10⁻³ K⁻¹, so T_c = 362.2 K. This lies above the middle of the range because the hot points carry most of the weight. With S = 1.47449 × 10⁻⁴ K⁻² and Σw(x − m)y = −1.14318 K⁻¹,

b = −1.14318/(1.47449 × 10⁻⁴) K = −7753 K,
standard error of b = 1/√S = 82 K,
c = 5.358, standard error 1/√W = 0.010.

The pressure at T_c is thus 212.3 Pa with a standard error of 2.1 Pa. The logarithmic bias estimated above is −7/(2 × 9913.9) = −0.00035, small compared with 0.010.

The uncentred intercept is

a = 5.358 + 7753 × 2.76109 × 10⁻³ = 26.76,

with standard error √(0.0100² + 0.2274²) = 0.228. This is 22.7 times the standard error of c, and the correlation of a and b is −0.9990. The spread √(S/W) is 1.22 × 10⁻⁴ K⁻¹. The weighted root-mean-square spread of the temperatures themselves, taken directly from the Tᵢ and wᵢ, is D = 15.3 K, so the narrow-range estimate T_c/D ≈ 24 is close to the exact ratio 22.7.

The physical results are

ΔH = 64.5 ± 0.7 kJ/mol,
ΔS° = 126.8 ± 1.9 J/(mol K).

The model values, 65.0 kJ/mol and 128.3 J/(mol K), are each about 0.8 standard errors higher. The two deviations have the same sign, as expected from Cov(ΔH,ΔS°) = −R² Cov(a,b) > 0. The entropy keeps its full uncertainty: centring has not reduced it.

At 350 K, x − m = 9.605 × 10⁻⁵ K⁻¹, and the error of ln p is

u = √[0.01004² + (82.35 × 9.605 × 10⁻⁵)²] = 0.0128.

The fitted pressure is 100.8 Pa with a relative standard error of 1.3 %. Dropping the covariance from the uncentred form would give

√[0.2276² + (82.35/350)²] = 0.327,

which is 26 times too large. At 300 K, outside the measured range, the correct error, for the constant ΔH of this model, has grown to 0.048, while the false one is 0.357. Centring leaves the real growth on extrapolation in place.

In 40 000 simulated experiments the scatter of ln p at 350 K was 0.0128. Shuffling the fitted slopes among the experiments, which destroys their covariance with a, raised it to 0.326. This identifies the missing covariance as the source of the false error.

The single data set has χ² = 7.8 for 5 degrees of freedom. For Gaussian errors χ² is a sum of five squared standard normal variables, each of variance 2, so its standard deviation is √10 ≈ 3.2. The excess of 2.8 over the mean gives no reason to reject the assumed errors.

**Cost and numerical stability**

The fit takes a fixed number of passes through the data: its time is proportional to n, and a prediction costs a fixed number of operations. No matrix is inverted.

S should be summed from the differences x − m. The algebraically equal form Σwx² − Wm² subtracts two numbers that exceed S by a factor of about m²W/S, here 513, and so loses nearly three decimal digits. In double precision this is harmless for these data, but the factor grows as the inverse square of the relative temperature spread.

The same geometry affects a general least-squares solver. When the columns for a and b are scaled to unit weighted length, their normal matrix has diagonal elements 1 and off-diagonal element |r|. Its eigenvalues are 1 ± |r|, so its condition number is

(1 + |r|)/(1 − |r|) ≈ 2 × 10³

in the example. For centred columns the off-diagonal element is zero and the condition number is 1.

Rounding of published coefficients matters too. Rounding b from −7753 to −7800 K with a left unchanged shifts ln p at 350 K by −47/350 = −0.13. In the centred form the shift is −47 × 9.6 × 10⁻⁵ = −0.0045, below the standard error.

**Failure modes**

Wrong centre. In the example the plain mean of 1/T is 2.86653 × 10⁻³ K⁻¹. Using it as the reference leaves a correlation of 0.65 between intercept and slope. The line is unchanged, but its errors can no longer be combined without the covariance.

Temperature errors. To first order, an independent temperature error of standard deviation t adds (b/T²)²t² to the variance of y. Near T_c, |b|/T² is 0.059 K⁻¹, so t = 0.3 K contributes 1.8 %, comparable with the best pressure errors here. The weights must then include this term, which requires an approximate b from a first fit. The centre must be recomputed with the new weights: for t = 0.3 K it moves from 362.2 K to 360.3 K, and keeping the old centre leaves a correlation of about −0.10 between intercept and slope.

Correlated pressure errors. A common relative gauge error shifts every y by the same small amount g. Then c shifts by g, while b does not change because Σwᵢ(xᵢ − m)g = 0. If g is independent of the other errors, its variance is added to Var c and the covariance stays zero. For a general error covariance matrix V, minimizing the residuals weighted by V⁻¹ replaces the centre by

m = (1ᵀV⁻¹x)/(1ᵀV⁻¹1),

where 1 is the column of ones. This choice makes the off-diagonal element 1ᵀV⁻¹(x − m1) of the normal matrix zero.

Curvature. If ΔH varies with temperature, the line acquires, to leading order, a term k(x − m)²/2. Inserting it into the formulas for the straight-line fit shifts c by kS/(2W) and b by kΣwᵢ(xᵢ − m)³/(2S). The quoted standard errors do not contain these shifts, which can dominate on extrapolation. In the example, if ΔH fell by 40 J/mol per kelvin, the fitted line would lie about 0.06 too high in ln p at 300 K, more than the standard error of 0.048 found there. The χ² test would not reveal this, since such curvature adds only about 0.3 to χ². The fitted ΔH would equal the true value at about 354 K, not at T_c, and would lie 0.3 kJ/mol above the value at T_c. The entropy obtained from a would lie about 0.9 J/(mol K) above its value at T_c and about 7 J/(mol K) below its value at 298 K. For a real liquid the fitted ΔH and ΔS° are therefore averages over the measured range and must be quoted with it. Adding a quadratic term to the fit removes them to this order, but its column has the weighted product S/2 with the constant column, which is not zero. Centring alone then no longer makes all the coefficients uncorrelated, and the full covariance matrix must be kept.

Values computed for the example and the checks

```
Model enthalpy: 65.0 kJ/mol
Model pressure at 350 K: 100.0 Pa
Model entropy at 1 bar: 128.28 J/(mol K)
T (K) | simulated p (Pa) | s (%) | 1000/T (1/K) | ln(p/Pa) | w
320 | 13.08 | 6 | 3.12500 | 2.57108 | 277.8
330 | 27.95 | 5 | 3.03030 | 3.33042 | 400.0
340 | 54.22 | 4 | 2.94118 | 3.99305 | 625.0
350 | 97.08 | 3 | 2.85714 | 4.57554 | 1111.1
360 | 180.8 | 2 | 2.77778 | 5.19739 | 2500.0
370 | 334.9 | 2 | 2.70270 | 5.81383 | 2500.0
380 | 593.3 | 2 | 2.63158 | 6.38570 | 2500.0
Sum of weights W: 9913.89
Weighted mean m of 1/T: 2.7610925e-03 1/K
Plain mean of 1/T: 2.8665260e-03 1/K
Centre temperature T_c: 362.175 K
S: 1.474489e-04 1/K^2
Sum w (x-m) y: -1.143182 1/K
Centred intercept c: 5.35796, standard error 0.01004
Slope b: -7753.07 K, standard error 82.35 K
Uncentred intercept a: 26.7649, standard error 0.2276
Pressure at T_c: 212.29 Pa, standard error 2.13 Pa
Fitted enthalpy: 64.46 kJ/mol, standard error 0.68 kJ/mol
Fitted entropy at 1 bar: 126.81 J/(mol K), standard error 1.89 J/(mol K)
Chi-square of the fit: 7.803 for 5 degrees of freedom
Covariance of a and b: -18.7258 K
Correlation of a and b: -0.999026
Correlation, plain-mean centre: 0.6540
Correlation, weighted centre, below 1e-8: True
Variance ratio Var a / Var c: 513.58
Standard error ratio of a to c: 22.662
Fitted pressure at 300 K: 2.513 Pa
  error of ln p, correct: 0.04818
  error of ln p, covariance dropped: 0.35660
  repeated experiments: 0.04788; slopes shuffled: 0.35506
Fitted pressure at 350 K: 100.814 Pa
  error of ln p, correct: 0.01278
  error of ln p, covariance dropped: 0.32736
  repeated experiments: 0.01278; slopes shuffled: 0.32597
Number of repeated experiments: 40000
Their correlation of a and b: -0.99901
Their correlation of c and b: 0.0019
Their mean chi-square: 5.053
```
